# Choosing pivot points and their separation in variable-reaction-coordinate theory

## What the two settings compute

A variable-reaction-coordinate calculation for two rigid fragments asks for the position of a pivot point on each fragment and for the distance \(s\) between the pivots. Together they define a dividing surface, on which the code averages over orientations. The rate constant for one-way flux through it is

\[
k(T)=4\pi s^2\sqrt{\frac{k_BT}{2\pi}}\;\Big\langle \sqrt g\;e^{-\beta V}\Big\rangle ,
\tag{1}
\]

\[
g=\frac1\mu+\sum_{i=1,2}(\mathbf d_i\times\mathbf n)\cdot\mathbf I_i^{-1}\cdot(\mathbf d_i\times\mathbf n).
\tag{2}
\]

Here \(\beta=1/k_BT\), \(\mu\) is the reduced mass of the fragments, \(\mathbf I_i\) the inertia tensor of fragment \(i\), and \(\mathbf d_i\) the vector from its centre of mass to its pivot. The unit vector \(\mathbf n\) points from pivot 1 to pivot 2. The average runs over uniform \(\mathbf n\) and uniform, independent fragment orientations. For a linear fragment the pivot lies on the axis, and \(\mathbf I_i^{-1}\) denotes the inverse restricted to directions perpendicular to that axis. An atom has its pivot at the nucleus and contributes no rotational term. The potential \(V\) is zero for separated fragments. Atomic units with \(\hbar=1\) are used throughout.

The quantity \(\sqrt g\) is the kinematic factor. If the surface separates reactants from products, (1) is an upper bound to the classical capture rate, so \(s\) and the pivot positions should be chosen to minimise it. The nuclear motion is classical, the fragments are rigid, and symmetry numbers and electronic degeneracies are left out.

## Derivation of the Monte Carlo expression

**Flux and momentum measure.** Let \(\mathbf R\) run from the centre of mass of fragment 1 to that of fragment 2. The pivot vector is

\[
\mathbf r=\mathbf R+\mathbf d_2-\mathbf d_1,\qquad \mathbf n=\mathbf r/|\mathbf r| .
\]

Let \(f\) be the number of relative translational and rotational coordinates \(q\). The thermal flux per unit reactant concentrations is

\[
k=\frac1Q\int\frac{d^fq\,d^fp}{(2\pi)^f}\,e^{-\beta H}\,\delta(|\mathbf r|-s)\,\dot s\,\Theta(\dot s),
\tag{3}
\]

where \(\dot s\) is the rate of change of \(|\mathbf r|\) and \(Q\) is the relative partition function per volume of free fragments. This counts outward crossings. Since \(H\) is even in the momenta, the inward flux has the same value.

With mass matrix \(\mathbf A(q)\), the Gaussian momentum integral of \(e^{-\beta T}\), \(T\) being here the kinetic energy, is \((2\pi/\beta)^{f/2}\sqrt{\det\mathbf A}\). The kinetic energy is \(\tfrac12\mu\dot{\mathbf R}^2\) plus \(\tfrac12\boldsymbol\omega_i\cdot\mathbf I_i\cdot\boldsymbol\omega_i\) for each fragment. For a nonlinear fragment the map from Euler-angle rates to \(\boldsymbol\omega\) has determinant \(\sin\theta\) in magnitude. It therefore contributes \(\sqrt{I_aI_bI_c}\,\sin\theta\) to \(\sqrt{\det\mathbf A}\), and a linear rotor contributes \(I\sin\theta\). The sines form the uniform orientation measure. Integrating over orientations gives fragment weights

\[
W=1\ \text{(atom)},\quad 4\pi I\ \text{(linear)},\quad 8\pi^2\sqrt{I_aI_bI_c}\ \text{(nonlinear)},
\]

\[
Q=\mu^{3/2}W_1W_2\left(\frac{k_BT}{2\pi}\right)^{f/2}.
\tag{4}
\]

The same factors appear in the numerator of (3) and cancel, leaving

\[
k=\int d\mathbf R\,\Big\langle \delta(|\mathbf r|-s)\,e^{-\beta V}\,\langle\dot s\,\Theta(\dot s)\rangle_{\rm vel}\Big\rangle_{\rm orient}.
\tag{5}
\]

**Change of variable.** At fixed orientations \(\mathbf d_1\) and \(\mathbf d_2\) are constants, so going from \(\mathbf R\) to \(\mathbf r\) is a translation with unit Jacobian. Then \(\int d\mathbf r\,\delta(|\mathbf r|-s)F=s^2\int d\mathbf n\,F=4\pi s^2\langle F\rangle_{\mathbf n}\). This is why \(\mathbf n\), and not the direction of \(\mathbf R\), must be sampled uniformly.

**Velocity average.** Differentiating \(|\mathbf r|\) gives \(\dot s=\mathbf n\cdot\dot{\mathbf r}\). A body-fixed vector obeys \(\dot{\mathbf d}_i=\boldsymbol\omega_i\times\mathbf d_i\), and \(\mathbf n\cdot(\boldsymbol\omega\times\mathbf d)=\boldsymbol\omega\cdot(\mathbf d\times\mathbf n)\). Therefore

\[
\dot s=\mathbf n\cdot\dot{\mathbf R}+\boldsymbol\omega_2\cdot(\mathbf d_2\times\mathbf n)-\boldsymbol\omega_1\cdot(\mathbf d_1\times\mathbf n).
\]

The three velocities are independent Gaussians with covariances \(k_BT/\mu\) times the unit matrix, \(k_BT\,\mathbf I_2^{-1}\) and \(k_BT\,\mathbf I_1^{-1}\). Hence \(\dot s\) is Gaussian with zero mean and variance \(\sigma^2=k_BT\,g\), with \(g\) from (2); the minus sign disappears on squaring. Its mean positive part is

\[
\int_0^\infty \frac{x\,e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dx=\frac{\sigma}{\sqrt{2\pi}}=\sqrt{\frac{k_BT\,g}{2\pi}} .
\]

Inserting this in (5) gives (1).

In general coordinates \(\dot s=\nabla s\cdot\dot q\), and \(\dot q\) has covariance \(k_BT\,\mathbf A^{-1}\), so \(g=\nabla s\cdot\mathbf A^{-1}\nabla s\). The kinematic factor is thus the length of the gradient of \(s\) in the mass metric. A finite-difference mass matrix for two nonlinear fragments tests both (2) and the momentum measure.

**Using the estimator.** For each sample, draw \(\mathbf n\) and the orientations, place the fragments at \(\mathbf R=s\mathbf n+\mathbf d_1-\mathbf d_2\), and evaluate \(X=4\pi s^2\sqrt{k_BT/2\pi}\,\sqrt g\,e^{-\beta V}\). The mean of \(M\) samples estimates \(k\), with standard error equal to the sample standard deviation divided by \(\sqrt M\).

Minimising a noisy estimate introduces a bias. Since the smallest of several estimates is no larger than any one of them, its expectation is no larger than the smallest true value. Choose the surface with one sample, then recompute \(k\) there with a fresh one.

## The energy-resolved form

Define \(N(E)\) as \(2\pi\) times the one-way flux per unit energy, so that

\[
k=\frac1{2\pi Q}\int N(E)\,e^{-\beta E}\,dE .
\tag{6}
\]

From (1) and (4),

\[
\int N e^{-\beta E}dE=\frac{\mu^{3/2}W_1W_2\,4\pi s^2}{(2\pi)^{(f-1)/2}}\;\beta^{-(f+1)/2}\,\big\langle\sqrt g\,e^{-\beta V}\big\rangle .
\]

The power of \(2\pi\) is \(1-f/2-1/2=-(f-1)/2\). With \(\nu=(f+1)/2\), the identity \(\int_V^\infty(E-V)^{\nu-1}e^{-\beta E}dE=\Gamma(\nu)\beta^{-\nu}e^{-\beta V}\) inverts the transform:

\[
N(E)=\frac{\mu^{3/2}W_1W_2\,4\pi s^2}{(2\pi)^{(f-1)/2}\,\Gamma\!\left(\frac{f+1}2\right)}\Big\langle\sqrt g\,(E-V)_+^{(f-1)/2}\Big\rangle .
\tag{7}
\]

The subscript plus means that negative values are replaced by zero.

For an atom and a linear rotor, \(f=5\), \(W_1W_2=4\pi I\) and \(\Gamma(3)=2\), so the prefactor is \(16\pi^2\mu^{3/2}Is^2/(4\pi^2\cdot2)\):

\[
N(E)=2\mu^{3/2}I s^2\big\langle\sqrt g\,(E-V)_+^2\big\rangle .
\tag{8}
\]

For \(V=0\) and pivots at the centres of mass this becomes \(2\mu Is^2E^2\). The classical densities of rotor and orbital states are \(2I\) and \(2\mu s^2\), and integrating their convolution up to \(E\) gives the same result. At \(s=8\) bohr and \(E=0.03\) hartree, with the masses used below, the formula gives \(8.294\times10^7\); a direct count of quantum levels gives \(8.298\times10^7\).

## Atom plus linear rotor

Let fragment 1 be the rotor, with axis \(\mathbf u\), and put its pivot at \(\mathbf d_1=d\,\mathbf u\). The atom's pivot is the atom itself. With \(c=\mathbf n\cdot\mathbf u\), \(|\mathbf u\times\mathbf n|^2=1-c^2\), and

\[
g=\frac1\mu+\frac{d^2(1-c^2)}{I},\qquad \mathbf R=s\mathbf n+d\mathbf u .
\tag{9}
\]

Everything depends on orientation through \(c\) alone, and the average becomes \(\tfrac12\int_{-1}^1dc\). The correction in \(g\) vanishes for approach along the axis, because rotation then moves the pivot perpendicular to \(\mathbf n\).

For small \(\epsilon=\mu d^2/I\) and \(V=0\), expanding the square root with \(\langle1-c^2\rangle=2/3\) gives \(\langle\sqrt{\mu g}\rangle\approx1+\epsilon/3\). This estimates the cost of displacing a pivot.

### Conditions for the minimum

The logarithm of (1) contains \(2\ln s+\ln\langle\sqrt g\,e^{-\beta V}\rangle\). Let \(\langle\cdots\rangle_F\) be an average weighted by \(\sqrt g\,e^{-\beta V}\). At fixed \(\mathbf n\) and \(\mathbf u\), (9) gives \(\partial V/\partial s=\mathbf n\cdot\nabla_{\mathbf R}V\) and \(\partial V/\partial d=\mathbf u\cdot\nabla_{\mathbf R}V\). Also \(\partial\ln\sqrt g/\partial d=d(1-c^2)/(Ig)\), while \(g\) does not depend on \(s\). Setting both derivatives to zero,

\[
\frac2s=\beta\big\langle\mathbf n\cdot\nabla_{\mathbf R}V\big\rangle_F,
\tag{10}
\]

\[
\left\langle\frac{d(1-c^2)}{Ig}\right\rangle_F=\beta\big\langle\mathbf u\cdot\nabla_{\mathbf R}V\big\rangle_F .
\tag{11}
\]

Equation (10) balances the growing area of the surface against the weakening attraction. Equation (11) balances the kinematic cost of moving the pivot against the mean potential gradient along the axis.

### Where the pivot should go

If \(V\) is unchanged on reversing \(\mathbf u\), the right side of (11) vanishes at \(d=0\), and the centre of mass is a stationary position. Stationarity alone does not show that it is a minimum.

Suppose instead that \(V\) depends only on the distance \(\rho\) from an attracting point at \(\ell\mathbf u\), with \(\ell>0\). For \(I\to\infty\) the best pivot is that point. At fixed \(\mathbf u\), the flux is then proportional to \(\int dA\,e^{-\beta V}\) over the surface. An element \(dA\) that subtends solid angle \(d\omega\) at the attracting point satisfies \(dA\ge\rho^2d\omega\), and every ray from the point meets an enclosing surface. The integral is therefore at least \(4\pi\) times the minimum of \(\rho^2e^{-\beta V(\rho)}\) over the allowed distances, and a sphere centred on the point attains this value.

For finite \(I\), test (11) at \(d=\ell\). There \(\nabla_{\mathbf R}V=V'(s)\mathbf n\), and the weight is even in \(c\), so the right side is proportional to \(\langle c\rangle_F=0\). The left side is positive. Hence \(k\) rises with \(d\) at \(d=\ell\), and a small shift towards the centre of mass lowers it. For this potential, start at the attracting point and search inward. The argument gives only the direction, and the optimum can lie far from the point: for the model below with its repulsive term removed, \(\ell=2\) bohr and the best pivot is at 0.66 bohr.

## Admissible surfaces and the bound

A trajectory that passes from separated fragments to the capture zone must cross a separating surface inward at least once. The one-way flux counts all inward crossings, including repeated ones and those that do not lead to capture. It is therefore at least the capture rate.

The argument fails if part of the capture zone lies outside the surface. For a zone of radius \(\rho_c\) about a point at \(\ell\mathbf u\), the search must satisfy

\[
s>|d-\ell|+\rho_c .
\tag{12}
\]

Without such a condition, a small sphere inside a repulsive core has almost no flux and would look like an excellent minimum. A minimum pressed against the limit (12) is a warning that the surface family or the definition of capture needs attention.

The bound also holds separately at each energy, since energy is conserved. One may therefore minimise \(N(E)\) at each \(E\) and then use (6). An integral of minima cannot exceed the minimum of the integrals, so this is at least as good as one surface for all energies. For \(E<0\), a sufficiently distant surface has \(V>E\) everywhere and \(N=0\), so the integral starts at zero. Total angular momentum is also conserved, but it is not resolved here.

Take an atom and a linear rotor, \(f=5\); for other \(f\) the coefficient 2 of \(V'\) below becomes \((f-1)/2\) and the signs are unchanged. For an isotropic attraction with \(V'>0\) and \(d=0\), the shift of the best \(s\) with energy follows from

\[
h(s,E)=\frac{\partial\ln N}{\partial s}=\frac2s-\frac{2V'}{E-V}=0 .
\]

Here \(\partial h/\partial E=2V'/(E-V)^2>0\), and \(\partial h/\partial s>0\) at a nondegenerate minimum. Thus \(ds/dE=-(\partial h/\partial E)/(\partial h/\partial s)<0\). The same argument with \(h=2/s-\beta V'\) gives \(ds/dT<0\). In this case the surface should move inward as the temperature rises.

## A worked minimisation

The model rotor has end masses \(m_A=10000\) and \(m_B=20000\) electron masses, at 2 and 1 bohr from its centre of mass, with A on the side of positive \(d\). The atom has mass 20000. Thus

\[
\mu=\frac{20000\cdot30000}{50000}=12000,\qquad I=10000\cdot2^2+20000\cdot1^2=60000 .
\]

End A attracts the atom and end B repels it:

\[
V=0.1\,(x^2-2x)+5\,e^{-\rho_B},\qquad x=e^{-(\rho_A-2.5)},
\]

where \(\rho_A\) and \(\rho_B\) are the distances of the atom from ends A and B, with energies in hartree and distances in bohr. Capture means \(\rho_A<4.5\) bohr, and \(k_BT=0.001\) hartree, or 316 K. For several fixed pivots, the best \(s\) gives:

| \(d\) (bohr) | \(s\) (bohr) | \(k\) (a.u.) |
|---|---|---|
| 0 | 9.42 | 0.1326 |
| 1 | 8.78 | 0.1041 |
| 2 | 8.28 | 0.1014 |
| 3 | 7.90 | 0.1122 |

The joint minimum is at \(s=8.456\) and \(d=1.629\) bohr, with \(k=0.1004\) a.u., or \(6.15\times10^{-10}\) cm³/s. This is 24% below the best value with the pivot at the centre of mass. The limit (12) is \(0.371+4.5=4.871\) bohr, so the minimum is well inside the admissible region. It is also shallow in \(d\): at 1 and 2 bohr the rate is 4% and 1% higher, provided that \(s\) is optimised again. A coarse scan in \(d\) is enough here, but \(s\) must not be held fixed during it.

Both sides of (10) equal 0.2365 per bohr, and both sides of (11) equal 0.1536 per bohr. A sample of 100,000 orientations gives \(0.0999\pm0.0003\) a.u. The relative standard error is 0.25%, so under the \(1/\sqrt M\) law about \(100000\,(0.25/1)^2\approx6000\) samples would give 1%.

### What the kinematic factor does

For \(\mathbf n\) perpendicular to the axis, \(\mu g=1+0.2\,(1.629)^2=1.53\). Replacing \(\sqrt g\) by \(1/\sqrt\mu\), its value for pivots at the centres of mass, gives \(k=0.0867\) a.u. on the same surface. The full factor raises this to 0.1004 a.u., or by 16%. The estimate \(\epsilon/3=0.53/3\) gives 18%.

Using \(1/\sqrt\mu\) in place of \(\sqrt g\) throughout the search is more harmful. The minimum then moves to \(d=4.01\) and \(s=7.66\) bohr, with an apparent rate of 0.0727 a.u. The true flux through that surface is 0.1331 a.u., slightly worse than the best result for \(d=0\). With this replacement the left side of (11) is absent, so only the potential limits the displacement of the pivot.

### Comparison with trajectories

Classical trajectories started on the joint-minimum surface give a capture rate of \(0.0860\pm0.0018\) a.u. Those started on the best \(d=0\) surface give \(0.0848\pm0.0021\) a.u. The two agree within statistical error, as they must, because the capture rate does not depend on the surface used to count it. The apparent rate of 0.0727 a.u. found with \(1/\sqrt\mu\) in place of \(\sqrt g\) lies below both, so it is not an upper bound.

Of the flux through the joint-minimum surface, 86% corresponds to capture; for the \(d=0\) surface the figure is 64%. Minimising at each energy lowers the bound to 0.0880 a.u., or \(5.39\times10^{-10}\) cm³/s, which is 12% below the canonical minimum. This exceeds the two trajectory results by 1.1 and 1.5 standard errors, so these samples of 5000 trajectories each do not resolve the remaining excess. A sample of 64,000 trajectories gives \(0.0859\pm0.0005\) a.u., which puts the excess near 2%.

The best \(s\) falls from 9.84 bohr at \(E=0.5\,k_BT\) to 6.44 bohr at \(12\,k_BT\), in the direction found for the isotropic case. The best \(d\) changes much less, from 1.42 to 1.32 bohr. In this model one pivot position serves all energies at little cost: with \(s\) optimised at each energy, \(d=1.38\) bohr gives 0.0880 a.u. and \(d=1.63\) bohr gives 0.5% more. One value of \(s\) costs more: with \(s=8.46\) bohr and \(d\) optimised at each energy, the result is 0.0949 a.u., 8% higher. The numerical output below gives the intermediate values.

## Guidance for the settings

- Start with a pivot near the attracting site. Scan it in both directions along the axis and optimise \(s\) again at each position. The kinematic factor favours a shift towards the centre of mass, but repulsion from the rest of the fragment can push the best pivot beyond the site.
- Keep the kinematic factor in the quantity being minimised, especially when \(\mu d^2/I\) is not small.
- Restrict the search to surfaces that enclose the whole capture zone.
- Optimise \(s\) at each energy if the code allows it. Otherwise, optimise it at each temperature.
- If the fragments deform appreciably near the best \(s\), the rigid-fragment expression no longer describes the system, and a lower \(k\) from further pivot adjustment does not repair this.

## Numbers as computed

```
All quantities in atomic units unless a unit is given
masses A, B, C (m_e): 10000 20000 20000
arms of A and B from rotor centre (bohr): 2.000 1.000
reduced mass (m_e): 12000.0; inertia (m_e bohr^2): 60000.0
Morse depth (hartree), a (1/bohr), r0 (bohr): 0.1 1.0 2.5
repulsion amplitude (hartree), decay (1/bohr): 5.0 1.0
kT (hartree): 0.001; temperature (K): 315.8
capture zone radius about A (bohr): 4.5; far limit: 16.0
general fragments: g from mass matrix 0.46504170, formula 0.46504170 (1/mass)
state count at s = 8.0 bohr, E = 0.03 hartree:
  atom+linear: counted 8.29802e+07, formula 8.29440e+07
  two tops:    counted 1.53300e+14, formula 1.53187e+14
Best s (bohr) and k (a.u.) at fixed pivot d (bohr):
  d = 0.0: s = 9.4195, k = 0.132619
  d = 1.0: s = 8.7781, k = 0.104101
  d = 2.0: s = 8.2801, k = 0.101369
  d = 3.0: s = 7.9007, k = 0.112245
joint minimum: s = 8.4562 bohr, d = 1.6287 bohr
  k = 0.100351 a.u. = 6.1476e-10 cm^3/s
  k(joint)/k(d=0) = 0.7567
  mu*g at n perpendicular to u: 1.5305
  k without kinematic factor, same surface: 0.086722 a.u.
minimum without kinematic factor: s = 7.6600, d = 4.0140 bohr
  k there without factor 0.072707, with factor 0.133061 a.u.
radial balance (1/bohr): 2/s = 0.236514, force 0.236514
pivot balance (1/bohr): kinematic 0.153613, force 0.153613
Monte Carlo, 100000 samples: k = 0.099898 +- 0.000250 a.u.
thin-shell flux: k = 0.10064 +- 0.00089 a.u.
k from thermal average of N(E): 0.100351 a.u.
Minimum of N(E) at each energy:
  E =  0.5 kT: s = 9.835, d = 1.415 bohr, N = 3.0738e+04
  E =  1.0 kT: s = 9.112, d = 1.402 bohr, N = 1.0692e+05
  E =  3.0 kT: s = 7.951, d = 1.377 bohr, N = 7.5256e+05
  E =  6.0 kT: s = 7.205, d = 1.355 bohr, N = 2.5269e+06
  E = 12.0 kT: s = 6.438, d = 1.324 bohr, N = 8.3061e+06
energy-resolved minimum: k = 0.088026 a.u. = 5.3926e-10 cm^3/s
  ratio to canonical joint minimum: 0.8772
trajectories from joint-minimum surface: k = 0.08601 +- 0.00182 a.u.
trajectories from d = 0 surface: k = 0.08475 +- 0.00213 a.u.
capture/TST: joint 0.857, d = 0 0.639
largest undecided fraction: 0.00000
largest energy drift (kT): 0.0197
```
